# Why Interstitial Hydrogen Opposes Doping, and What Negative U Adds: a numerical check

```python
"""
Result under test: interstitial H is a donor below and an acceptor above the
level e(+/-), with a neutral window of width max(U, 0) around that level.
Negative U arises because H+ and H- choose different sites.

Symbols (energies in eV, densities in cm^-3):
  t, s     direct host hopping: intact bond, bond opened by H at its centre
  v        hopping between H and each of the two host hybrids
  U_H      repulsion of two electrons on H;  eps_H  H orbital energy
  C        strain cost of opening the bond
  W        energy of H+ at the bond centre relative to the intact bond (-2t)
  E[N]     lowest energy with N electrons: N = 2, 3, 4 for H+, H0, H-
  e(+/0) = E[3]-E[2], e(0/-) = E[4]-E[3], U = e(0/-) - e(+/0)
  mu       Fermi level above the valence edge (edge put at hybrid energy 0)
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# ---------- many-electron Hamiltonian in the full 64-state Fock space ----------


def fermion_operators(count):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    operators = []
    for position in range(count):
        matrix = np.eye(1)
        for k in range(count):
            factor = parity if k < position else (
                lower if k == position else np.eye(2))
            matrix = np.kron(matrix, factor)
        operators.append(matrix)
    return operators


ANN = fermion_operators(6)            # orbital index 0, 1 = host, 2 = H
NUM = [c.T @ c for c in ANN]          # spin-orbital = 2*orbital + spin
TOTAL = np.rint(np.diag(sum(NUM))).astype(int)
N_ON_H = NUM[4] + NUM[5]


def cluster(host_hop, h_hop, eps_h, u_h):
    """Lowest energy and H occupation for 2, 3 and 4 electrons."""
    ham = eps_h * N_ON_H + u_h * NUM[4] @ NUM[5]
    for i, j, hop in ((0, 1, host_hop), (0, 2, h_hop), (1, 2, h_hop)):
        for spin in (0, 1):
            move = ANN[2 * i + spin].T @ ANN[2 * j + spin]
            ham = ham - hop * (move + move.T)
    energy, occupation = {}, {}
    for electrons in (2, 3, 4):
        index = np.where(TOTAL == electrons)[0]
        values, vectors = np.linalg.eigh(ham[np.ix_(index, index)])
        ground = vectors[:, 0]
        energy[electrons] = values[0]
        occupation[electrons] = ground @ N_ON_H[np.ix_(index, index)] @ ground
    return energy, occupation


def correlation(energy):
    return energy[2] + energy[4] - 2 * energy[3]


def best_site(center, open_site, strain):
    return {n: min(center[n] + strain, open_site[n]) for n in (2, 3, 4)}


t, s, v, U_H, C = 3.0, 1.5, 3.0, 4.0, 1.3
eps_H = -s - U_H / 2
center0, occ_center = cluster(s, v, eps_H, U_H)
open_site, occ_open = cluster(t, 0.0, eps_H, U_H)
center = {n: center0[n] + C for n in center0}
E = best_site(center0, open_site, C)

# closed forms against diagonalization
root = np.sqrt(U_H**2 / 16 + 8 * v**2)
plus_formula = C - 2 * s - U_H / 4 - root
for n in (2, 3, 4):
    assert abs(center[n] - (plus_formula + (n - 2) * s)) < 1e-9
assert abs(open_site[3] - (-2 * t + eps_H)) < 1e-9
assert abs(open_site[4] - (-2 * t + 2 * eps_H + U_H)) < 1e-9
# electrons beyond two avoid H at the bond centre
assert abs(occ_center[3] - occ_center[2]) < 1e-8
assert abs(occ_center[4] - occ_center[2]) < 1e-8
# H+ and H0 at the bond centre, H- at the open site
assert center[2] < open_site[2] and center[3] < open_site[3]
assert open_site[4] < center[4]
# negative U needs the change of site
U = correlation(E)
U_center, U_open = correlation(center), correlation(open_site)
assert U < -0.1 and U_center > -1e-9 and U_open > 0

# law for U and its window, over a range of strain costs
W = plus_formula + 2 * t
signs = set()
for strain in np.linspace(0.6, 3.4, 15):
    w = W - C + strain
    found = correlation(best_site(center0, open_site, strain))
    assert abs(found - max(-w - 4 * s, w + U_H)) < 1e-9
    assert (found < 0) == (-4 * s < w < -U_H)
    signs.add(bool(found < 0))
assert signs == {True, False}
strain_grid = np.linspace(0, 4, 4001)
U_best = min(correlation(best_site(center0, open_site, x)) for x in strain_grid)
assert abs(U_best + (4 * s - U_H) / 2) < 2e-3      # grid spacing 1e-3
# with 4s < U_H no strain cost gives negative U
s_weak = 0.8
weak_center, _ = cluster(s_weak, v, -s_weak - U_H / 2, U_H)
weak_open, _ = cluster(t, 0.0, -s_weak - U_H / 2, U_H)
U_weak = min(correlation(best_site(weak_center, weak_open, x))
             for x in strain_grid)
assert U_weak > -1e-9

# ---------- stable charge state: criterion against direct comparison ----------
donor_level = E[3] - E[2]
acceptor_level = E[4] - E[3]
middle = (E[4] - E[2]) / 2
rng = np.random.default_rng(4)
for _ in range(3000):
    e_plus, e_zero, e_minus, fermi = rng.uniform(-2, 2, 4)
    lines = {1: e_plus + fermi, 0: e_zero, -1: e_minus - fermi}
    stable = min(lines, key=lines.get)
    mid = (e_minus - e_plus) / 2
    half = max(e_plus + e_minus - 2 * e_zero, 0) / 2
    predicted = 1 if fermi < mid - half else (-1 if fermi > mid + half else 0)
    assert stable == predicted

# ---------- thermal charge from an explicit sum over states ----------
T = 600.0
kT = const.k * T / const.e


def charge_statistics(mu, mid, u, g=(1, 2, 1)):
    """Mean charge, its variance and neutral fraction; g for +, 0, -."""
    states = ([(1, -(mid - u / 2) + mu)] * g[0] + [(0, 0.0)] * g[1]
              + [(-1, mid + u / 2 - mu)] * g[2])
    q = np.array([item[0] for item in states])
    energy = np.array([item[1] for item in states])
    weight = np.exp(-(energy - energy.min()) / kT)
    weight /= weight.sum()
    mean = weight @ q
    return mean, weight @ q**2 - mean**2, weight[q == 0].sum()


for g in ((1, 2, 1), (4, 8, 2)):
    for u_test in (U, -0.05, 0.1):
        mu_star = middle + kT / 2 * np.log(g[0] / g[2])
        r = g[1] * np.exp(u_test / (2 * kT)) / (2 * np.sqrt(g[0] * g[2]))
        for mu in np.linspace(middle - 0.3, middle + 0.3, 13):
            x = (mu - mu_star) / kT
            mean, variance, _ = charge_statistics(mu, middle, u_test, g)
            assert abs(mean + np.sinh(x) / (np.cosh(x) + r)) < 1e-10
            h = 1e-5
            slope = (charge_statistics(mu + h, middle, u_test, g)[0]
                     - charge_statistics(mu - h, middle, u_test, g)[0]) / (2 * h)
            assert abs(slope + variance / kT) < 1e-4
        neutral = charge_statistics(mu_star, middle, u_test, g)[2]
        assert abs(neutral - r / (1 + r)) < 1e-10
neutral_peak = charge_statistics(middle, middle, U)[2]

# ---------- charge neutrality in doped material ----------
gap = 2.0
band_density = 2e-6 * (const.m_e * const.k * T
                       / (2 * np.pi * const.hbar**2))**1.5


def carriers(donors, acceptors, hydrogen, mid=middle, u=U):
    """Fermi level, hole density, electron density, mean H charge."""
    def holes(mu):
        return band_density * np.exp(-mu / kT)

    def electrons(mu):
        return band_density * np.exp((mu - gap) / kT)

    def net(mu):
        return (holes(mu) - electrons(mu) + donors - acceptors
                + hydrogen * charge_statistics(mu, mid, u)[0])
    mu = brentq(net, -0.5, gap + 0.5, xtol=1e-13)
    return mu, holes(mu), electrons(mu), charge_statistics(mu, mid, u)[0]


dope, few, many = 1e17, 5e16, 2e17
p_bare, n_bare = carriers(0, dope, 0), carriers(dope, 0, 0)
p_few, n_few = carriers(0, dope, few), carriers(dope, 0, few)
p_many, n_many = carriers(0, dope, many), carriers(dope, 0, many)
assert p_bare[0] < middle < n_bare[0]
assert abs(p_few[1] / (dope - few) - 1) < 1e-3
assert abs(n_few[2] / (dope - few) - 1) < 1e-3
shift = kT * np.arctanh(dope / many)
# neutral H and free carriers are neglected in the pinning formula
assert abs(p_many[0] - (middle - shift)) < 1e-4
assert abs(n_many[0] - (middle + shift)) < 1e-4

# controls: ordering alone neither ensures nor is required for the effect
U_small, U_large, high_middle = 0.4, 2.0, 2.4
p_small = carriers(0, dope, few, u=U_small)
n_small = carriers(dope, 0, few, u=U_small)
p_large = carriers(0, dope, few, u=U_large)
n_large = carriers(dope, 0, few, u=U_large)
p_high = carriers(0, dope, few, mid=high_middle)
n_high = carriers(dope, 0, few, mid=high_middle)
assert p_small[3] > 0.98 and n_small[3] < -0.98
assert abs(p_large[3]) < 0.02 and abs(n_large[3]) < 0.02
assert p_high[3] > 0.98 and n_high[3] > 0.98
assert abs(n_high[2] / (dope + few) - 1) < 1e-2

# ---------- printed numbers ----------
print(f"inputs: t={t}, s={s}, v={v}, U_H={U_H}, C={C} eV")
print(f"H orbital energy eps_H = {eps_H:.3f} eV")
print("lowest cluster energies (eV): bond centre, open site")
for n, name in ((2, "H+"), (3, "H0"), (4, "H-")):
    print(f"  {name} (N={n}): {center[n]:.4f}, {open_site[n]:.4f}")
print("  (open site N=2: lowest state is H0 plus a host hole)")
print("electrons on H, bond centre, N=2,3,4: "
      + ", ".join(f"{occ_center[n]:.4f}" for n in (2, 3, 4)))
print("electrons on H, open site, N=2,3,4: "
      + ", ".join(f"{occ_open[n]:.4f}" for n in (2, 3, 4)))
print(f"W = {W:.4f} eV; window {-4*s:.2f} to {-U_H:.2f} eV")
print(f"U, H held at bond centre = {abs(U_center):.4f} eV")
print(f"U, H held at open site (cluster) = {U_open:.4f} eV")
print(f"H- gain, bond centre to open site = {center[4]-open_site[4]:.4f} eV")
print(f"U, best site for each charge = {U:.4f} eV")
print(f"most negative U over all C = {U_best:.3f} eV")
print(f"lowest U over all C for s={s_weak} eV: {abs(U_weak):.3f} eV")
print(f"e(+/0) = {donor_level:.4f} eV")
print(f"e(0/-) = {acceptor_level:.4f} eV")
print(f"e(+/-) = {middle:.4f} eV = {middle*const.e/(const.Rydberg*const.h*const.c):.5f} Ry")
print(f"T = {T:.0f} K, kT = {kT:.5f} eV, gap = {gap:.2f} eV")
print(f"band density Nc = Nv = {band_density:.3e} cm^-3 (mass m_e)")
print(f"largest neutral fraction = {neutral_peak:.3e}")
print(f"doping = {dope:.1e}, few H = {few:.1e}, many H = {many:.1e} cm^-3")
print("Fermi level (eV), majority carriers (cm^-3), mean H charge")
print(f"  p-type, no H:   {p_bare[0]:.4f}, {p_bare[1]:.3e}")
print(f"  p-type, few H:  {p_few[0]:.4f}, {p_few[1]:.3e}, {p_few[3]:+.4f}")
print(f"  p-type, many H: {p_many[0]:.4f}, {p_many[1]:.3e}, {p_many[3]:+.4f}")
print(f"  n-type, no H:   {n_bare[0]:.4f}, {n_bare[2]:.3e}")
print(f"  n-type, few H:  {n_few[0]:.4f}, {n_few[2]:.3e}, {n_few[3]:+.4f}")
print(f"  n-type, many H: {n_many[0]:.4f}, {n_many[2]:.3e}, {n_many[3]:+.4f}")
print(f"pinning shift kT*artanh(doping/many H) = {shift:.4f} eV")
print("controls, few H: majority carriers (cm^-3) and H charge, p | n")
for label, p_case, n_case in (
        (f"U=+{U_small} eV, same e(+/-)", p_small, n_small),
        (f"U=+{U_large} eV, same e(+/-)", p_large, n_large),
        (f"same U, e(+/-)={high_middle} eV", p_high, n_high)):
    print(f"  {label}:")
    print(f"    {p_case[1]:.3e}, {p_case[3]:+.4f} | "
          f"{n_case[2]:.3e}, {n_case[3]:+.4f}")
print("done: every assertion held")
```

Output:

```
inputs: t=3.0, s=1.5, v=3.0, U_H=4.0, C=1.3 eV
H orbital energy eps_H = -3.500 eV
lowest cluster energies (eV): bond centre, open site
  H+ (N=2): -11.2440, -6.5000
  H0 (N=3): -9.7440, -9.5000
  H- (N=4): -8.2440, -9.0000
  (open site N=2: lowest state is H0 plus a host hole)
electrons on H, bond centre, N=2,3,4: 1.0000, 1.0000, 1.0000
electrons on H, open site, N=2,3,4: 1.0000, 1.0000, 2.0000
W = -5.2440 eV; window -6.00 to -4.00 eV
U, H held at bond centre = 0.0000 eV
U, H held at open site (cluster) = 3.5000 eV
H- gain, bond centre to open site = 0.7560 eV
U, best site for each charge = -0.7560 eV
most negative U over all C = -1.000 eV
lowest U over all C for s=0.8 eV: 0.000 eV
e(+/0) = 1.5000 eV
e(0/-) = 0.7440 eV
e(+/-) = 1.1220 eV = 0.08247 Ry
T = 600 K, kT = 0.05170 eV, gap = 2.00 eV
band density Nc = Nv = 7.098e+19 cm^-3 (mass m_e)
largest neutral fraction = 6.678e-04
doping = 1.0e+17, few H = 5.0e+16, many H = 2.0e+17 cm^-3
Fermi level (eV), majority carriers (cm^-3), mean H charge
  p-type, no H:   0.3394, 1.000e+17
  p-type, few H:  0.3753, 5.000e+16, +1.0000
  p-type, many H: 1.0936, 4.629e+10, +0.5000
  n-type, no H:   1.6606, 1.000e+17
  n-type, few H:  1.6247, 5.000e+16, -1.0000
  n-type, many H: 1.1504, 5.188e+12, -0.5000
pinning shift kT*artanh(doping/many H) = 0.0284 eV
controls, few H: majority carriers (cm^-3) and H charge, p | n
  U=+0.4 eV, same e(+/-):
    5.000e+16, +0.9999 | 5.028e+16, -0.9943
  U=+2.0 eV, same e(+/-):
    9.963e+16, +0.0074 | 1.000e+17, -0.0001
  same U, e(+/-)=2.4 eV:
    5.000e+16, +1.0000 | 1.500e+17, +1.0000
done: every assertion held
```
